# The double-commutator identity for the kinetic part of the F12 matrix B

## The identity and its place in B

In an F12 calculation one has to decide how to evaluate the kinetic energy between two correlation factors. One route inserts an auxiliary one-electron basis between the factors. The basis must then resolve the electron-electron cusp, and high angular momenta are needed. The other route computes one additional kind of two-electron integral and leaves to the auxiliary basis only quantities that are easier to expand. The second route rests on an operator identity.

The matrix element in question arises as follows. In second-order perturbation theory on a Hartree–Fock reference, the correlation of an electron pair in orbitals $i$ and $j$ is described by a first-order pair function $u$. It makes stationary a functional whose quadratic part is $\langle u|F_{12}-\varepsilon_i-\varepsilon_j|u\rangle$. Here $F_{12}=F_1+F_2$ is the sum of the Fock operators of the two electrons, and the $\varepsilon$ are orbital energies. The F12 method puts into $u$ a term $c\,Qf|ij\rangle$, where $f(r_{12})$ is a correlation factor depending on the interelectronic distance, $Q$ is a projector that removes occupied orbitals, and $c$ is an amplitude. The Fock operator then enters through

$$
B_{kl,ij}=\langle kl|\,f\,Q\,F_{12}\,Q\,f\,|ij\rangle .
$$

The troublesome piece is the kinetic energy

$$
T=T_1+T_2=-\frac{\hbar^2}{2m}\left(\nabla_1^2+\nabla_2^2\right),
$$

which stands between two functions with a cusp. The statement to be proved is

$$
fTf=\tfrac12\left(f^2T+Tf^2\right)+\frac{\hbar^2}{m}\left(\frac{df}{dr_{12}}\right)^2 .
$$

In atomic units, $\hbar=m=1$, the last term is simply $(df/dr_{12})^2$. The factor $f$ is real and acts by multiplication. Both $f$ and its derivative $f'$ are taken to be bounded, and a linear cusp at $r_{12}=0$ is allowed.

The first part of the proof is algebra and holds for any two operators. Writing out the double commutator gives

$$
\begin{aligned}
[f,[T,f]]&=f(Tf-fT)-(Tf-fT)f\\
&=fTf-f^2T-Tf^2+fTf\\
&=2fTf-f^2T-Tf^2 .
\end{aligned}
$$

Solving for $fTf$,

$$
fTf=\tfrac12\left(f^2T+Tf^2\right)+\tfrac12[f,[T,f]] .
$$

It remains to show that the double commutator is a plain function. Let the inner commutator act on an arbitrary smooth function $g$ of both positions. The product rule $\nabla_i^2(fg)=(\nabla_i^2f)g+2\nabla_if\cdot\nabla_ig+f\nabla_i^2g$ gives

$$
[T,f]g=-\frac{\hbar^2}{2m}\sum_{i=1}^{2}\left[(\nabla_i^2f)g+2\nabla_if\cdot\nabla_ig\right],
$$

because the term $f\nabla_i^2g$ cancels against $fTg$. The outer commutator is $f[T,f]g-[T,f](fg)$. Its two parts are

$$
f[T,f]g=-\frac{\hbar^2}{2m}\sum_i\left[f(\nabla_i^2f)g+2f\,\nabla_if\cdot\nabla_ig\right],
$$

$$
[T,f](fg)=-\frac{\hbar^2}{2m}\sum_i\left[f(\nabla_i^2f)g+2f\,\nabla_if\cdot\nabla_ig+2|\nabla_if|^2g\right].
$$

In the difference, the Laplacian of $f$ and the derivatives of $g$ drop out. The remaining term had a minus sign and is subtracted, so it becomes positive:

$$
[f,[T,f]]=\frac{\hbar^2}{m}\sum_{i=1}^{2}|\nabla_if|^2 .
$$

Since $f$ depends on $r_{12}=|\mathbf r_1-\mathbf r_2|$ alone, $\nabla_1f=f'\,\mathbf n$ and $\nabla_2f=-f'\,\mathbf n$, where $\mathbf n$ is the unit vector along $\mathbf r_1-\mathbf r_2$. Each electron contributes $f'^2$, and the sum is $2f'^2$. This factor of two cancels the one half in front of the double commutator, which leaves $(\hbar^2/m)f'^2$.

The prefactor has a direct meaning. The relative motion of two electrons has reduced mass $\mu=m/2$, so $\hbar^2/m=\hbar^2/(2\mu)$. The new term is the kinetic energy density that the correlation factor adds to the relative motion by its own slope. A constant $f$ adds none, and the identity then reduces to $f^2T=f^2T$.

The manipulation above used $\nabla_i^2f=f''+2f'/r_{12}$, which is singular at $r_{12}=0$ when $f'(0)\neq0$. The singular terms cancelled, but a derivation that never forms them is safer. Let $\nabla$ denote the gradient in all six coordinates, so that $|\nabla f|^2=2f'^2$, and let $\Phi$ and $\Psi$ be two decaying pair functions. The kinetic matrix element can be defined by first derivatives:

$$
\langle f\Phi|T|f\Psi\rangle=\frac{\hbar^2}{2m}\int\nabla(f\Phi^*)\cdot\nabla(f\Psi)\,d\tau .
$$

This agrees with letting $T$ act on $f\Psi$ away from $r_{12}=0$. The integration by parts leaves a surface term on a small sphere $r_{12}=\epsilon$, whose area is proportional to $\epsilon^2$ while the integrand stays bounded, so the term vanishes with $\epsilon$. Expanding the integrand,

$$
\begin{aligned}
\nabla(f\Phi^*)\cdot\nabla(f\Psi)={}&f^2\nabla\Phi^*\cdot\nabla\Psi+f\Psi\,\nabla f\cdot\nabla\Phi^*\\
&+f\Phi^*\,\nabla f\cdot\nabla\Psi+\Phi^*\Psi|\nabla f|^2 .
\end{aligned}
$$

On the other side,

$$
\nabla(f^2\Phi^*)\cdot\nabla\Psi=f^2\nabla\Phi^*\cdot\nabla\Psi+2f\Phi^*\,\nabla f\cdot\nabla\Psi,
$$

$$
\nabla\Phi^*\cdot\nabla(f^2\Psi)=f^2\nabla\Phi^*\cdot\nabla\Psi+2f\Psi\,\nabla f\cdot\nabla\Phi^* .
$$

Half the sum of these two lines reproduces the first three terms of the expansion. Therefore

$$
\begin{aligned}
\nabla(f\Phi^*)\cdot\nabla(f\Psi)={}&\tfrac12\left[\nabla(f^2\Phi^*)\cdot\nabla\Psi+\nabla\Phi^*\cdot\nabla(f^2\Psi)\right]\\
&+\Phi^*\Psi|\nabla f|^2 .
\end{aligned}
$$

Multiplication by $\hbar^2/2m$ and integration turn the first bracketed term into $\langle\Phi|f^2T|\Psi\rangle$ and the second into $\langle\Phi|Tf^2|\Psi\rangle$. The last term becomes $(\hbar^2/2m)\cdot2f'^2=(\hbar^2/m)f'^2$. Orbitals with a cusp at a nucleus are covered too, since their Laplacian has only an integrable $1/r$ singularity.

The conditions can be read off from this form. The integral of $f'^2$ weighted with $\Phi^*\Psi$ must exist. For $f=1/r_{12}$ one has $f'^2=r_{12}^{-4}$, and with the volume element $r_{12}^2dr_{12}$ the integral diverges at the origin whenever $\Phi^*\Psi$ does not vanish there, as for two electrons in the same 1s orbital, so this $f$ is excluded for such pairs. For a triplet pair $\Phi^*\Psi$ vanishes as $r_{12}^2$, and the integral exists. The double commutator is a plain function because the kinetic operator is of second order in the derivatives. For a first-order operator it vanishes, and for an operator of third or higher order derivatives of $g$ in general remain in it.

The average over $f^2T$ and $Tf^2$ is in general needed when bra and ket differ. Take products of normalized 1s exponentials, with exponents 2.0 and 3.0 Å$^{-1}$ for electrons 1 and 2 in the bra and 4.0 and 2.5 Å$^{-1}$ in the ket, and the Slater factor introduced below with $\gamma=2$ Å$^{-1}$. The numerical check finds $\langle f^2T\rangle=2.3251$, $\langle Tf^2\rangle=2.1032$ and a gradient term of $0.6702$, all in eV Å$^2$. The identity gives

$$
\tfrac12(2.3251+2.1032)+0.6702=2.8844\ \text{eV Å}^2,
$$

which agrees with $2.8844$ eV Å$^2$ from letting $T$ act on $f\Psi$. Using $f^2T$ in place of the average would give $2.9954$ eV Å$^2$, too large by about 4 % of the correct value. The unit contains Å$^2$ because $f$ is a length here.

The full Fock operator of a closed-shell reference is $F=T_{\text{one}}+V-K$, where $T_{\text{one}}$ is the one-electron kinetic energy. The potential $V$ collects the nuclear attraction and the Coulomb repulsion of the mean field and acts by multiplication. The exchange operator $K$ is nonlocal. For the pair,

$$
F_{12}+K_{12}=T+V_{12},
$$

with $K_{12}=K_1+K_2$ and $V_{12}=V_1+V_2$. Since $V_{12}$ commutes with $f$, $fV_{12}f=f^2V_{12}=\tfrac12(f^2V_{12}+V_{12}f^2)$. Adding this to the identity for $T$ and subtracting $fK_{12}f$ gives

$$
\begin{aligned}
fF_{12}f={}&\tfrac12\left[f^2(F_{12}+K_{12})+(F_{12}+K_{12})f^2\right]\\
&+\frac{\hbar^2}{m}f'^2-fK_{12}f .
\end{aligned}
$$

This arrangement is the one used in approximation C. Its first bracket is convenient because the orbitals are eigenfunctions of $F$:

$$
f^2(F_{12}+K_{12})|ij\rangle=(\varepsilon_i+\varepsilon_j)f^2|ij\rangle+f^2K_{12}|ij\rangle .
$$

The first term needs an ordinary integral over $f^2$. In the second, $K$ acts on a single orbital, and the result is a one-electron function without an interelectronic cusp. Approximation A neglects the commutator $[K_{12},f]$. The exchange terms $\tfrac12(f^2K_{12}+K_{12}f^2)-fK_{12}f=\tfrac12[f,[f,K_{12}]]$ then vanish, while the gradient term stays.

The projector has still to be included. Let $O$ project on the occupied orbitals and take $Q=(1-O_1)(1-O_2)$. The two factors are commuting projectors, so $Q$ and $P=1-Q$ are projectors as well. Inserting $Q=1-P$ on both sides,

$$
fQF_{12}Qf=fF_{12}f-fPF_{12}f-fF_{12}Pf+fPF_{12}Pf .
$$

If the occupied orbitals are true eigenfunctions of $F$, then $P$ commutes with $F_{12}$, and $P^2=P$ gives $PF_{12}=F_{12}P=PF_{12}P$. Two of the three correction terms cancel, and

$$
fQF_{12}Qf=fF_{12}f-fPF_{12}Pf .
$$

In a finite orbital basis the condition holds only approximately, and the four-term expression is the safe one. A small matrix model of two particles tests both. The short expression reproduces $B$ to better than $10^{-12}$ per element, in the model's dimensionless units, when the occupied orbital is an eigenvector of $F$. For an orbital that is not an eigenvector, the largest error is $1.47$ in the same units, while the four-term expression still holds.

The double commutator thus replaces one insertion of an auxiliary basis by a closed integral. Insertions remain in $fK_{12}f$ and in the projector terms, and the one-electron function that $K$ makes of an orbital in $f^2K_{12}|ij\rangle$ must also be expanded, since it lies in general outside the orbital basis. For the Slater factor

$$
f=-\frac{1}{\gamma}e^{-\gamma r_{12}},\qquad f'=e^{-\gamma r_{12}},\qquad f'^2=e^{-2\gamma r_{12}}=\gamma^2f^2,
$$

the new integral is even proportional to the integral over $f^2$ that the first bracket already requires. This holds for the exact exponential. When the factor is fitted by a sum of Gaussians, $f'$ vanishes at $r_{12}=0$ and the proportionality is only approximate. The normalization $f'(0)=1$ makes $f$ rise like $r_{12}$ at short distance, apart from a constant.

## Which part converges slowly, and how large it is

The symbols carry over as follows. $T$ is the kinetic energy of both electrons, $f=-e^{-\gamma r_{12}}/\gamma$ is the Slater factor, and

$$
fTf=\tfrac12\left(f^2T+Tf^2\right)+\frac{\hbar^2}{m}f'^2,\qquad f'^2=e^{-2\gamma r_{12}},
$$

where the last term of the identity equals $\tfrac12[f,[T,f]]$. The matrix $B$ contains $fTf$ together with potential, exchange and projector terms.

To say that one part converges slowly, one must name the expansion. Let $\Pi_L$ project on pair functions in which neither electron has angular momentum above $L$, with a complete radial basis for each $l\le L$. Insert it between the two factors, giving $f\Pi_LTf$ and $f\Pi_LfT$. The question is how the two errors fall with $L$. The setting is an atom with both electrons in the same real s orbital $\phi$. Then bra and ket agree, and $\langle f^2T\rangle$ equals its symmetrized average.

The pair function $f\phi(r_1)\phi(r_2)$ depends on the angle $\theta$ between the position vectors through $f$ alone. Write $f=\sum_lf_l(r_1,r_2)P_l(\cos\theta)$. In the $l$th term each electron has angular momentum $l$, so $\Pi_L$ keeps the terms up to $L$. At short distance,

$$
f=-\frac1\gamma+r_{12}-\frac{\gamma}{2}r_{12}^2+\dots
$$

The constant and $r_{12}^2=r_1^2+r_2^2-2r_1r_2\cos\theta$ contribute to $l=0$ and $l=1$ only. For high $l$ the leading term is $r_{12}$, the cusp. The next odd power, $r_{12}^3$, carries an extra factor $r_{12}^2$. Near $r_1=r_2$ this factor is proportional to $1-\cos\theta$ and acts on the coefficients as a second difference in $l$, which costs two more powers of $1/l$.

Let $r_<$ and $r_>$ be the smaller and larger radius. The coefficients of $r_{12}$ follow from $r_{12}=r_{12}^2\cdot(1/r_{12})$, with

$$
\frac1{r_{12}}=\sum_l\frac{r_<^l}{r_>^{l+1}}P_l,\qquad
\cos\theta\,P_l=\frac{(l+1)P_{l+1}+lP_{l-1}}{2l+1}.
$$

Collecting the terms in $P_l$,

$$
\begin{aligned}
(r_{12})_l&=\frac{r_<^{l+2}}{r_>^{l+1}}\left[1-\frac{2(l+1)}{2l+3}\right]+\frac{r_<^l}{r_>^{l-1}}\left[1-\frac{2l}{2l-1}\right]\\
&=\frac{1}{2l+3}\frac{r_<^{l+2}}{r_>^{l+1}}-\frac{1}{2l-1}\frac{r_<^l}{r_>^{l-1}} .
\end{aligned}
$$

Set $r_<=r_>e^{-\delta}$. For large $l$ the functions are confined to $\delta\sim1/l$, so $s=l\delta$ is of order one. To second order in $1/l$,

$$
\frac{e^{-2\delta}}{2l+3}-\frac1{2l-1}\approx\frac{1-2\delta}{2l}-\frac{3}{4l^2}-\frac1{2l}-\frac1{4l^2}\approx-\frac{1+l\delta}{l^2}.
$$

With $r$ for the common radius,

$$
f_l\approx-\frac{r}{l^2}(1+s)e^{-s}.
$$

The wave is small, of order $l^{-2}$, but it varies quickly. It has width $1/l$ in $\delta$, and through $P_l$ it oscillates in angle on the scale $1/l$. Each derivative therefore brings a factor $l$, and this is the origin of the slow convergence. The integrals below show that the angular oscillation supplies five sixths of the leading kinetic energy and the radial narrowness one sixth.

The contribution $k_l$ of one $l$ to $\langle fTf\rangle$ follows from the first-derivative form of the kinetic energy. The angular integral of $P_l^2$ over both directions is $(4\pi)^2/(2l+1)$, and the angular gradient contributes $l(l+1)/r_i^2$ for each electron. Derivatives of $\phi$ are smaller by $1/l$ than those of $f_l$, so to leading order

$$
\begin{aligned}
k_l\approx{}&\frac{\hbar^2}{2m}\frac{(4\pi)^2}{2l}\iint r_1^2r_2^2\,\phi(r_1)^2\phi(r_2)^2\\
&\times\left[(\partial_{r_1}f_l)^2+(\partial_{r_2}f_l)^2+\frac{2l^2}{r^2}f_l^2\right]dr_1dr_2 .
\end{aligned}
$$

Since $d[(1+s)e^{-s}]/ds=-se^{-s}$ and a radial derivative brings $\pm l/r$, each radial derivative of $f_l$ has magnitude $se^{-s}/l$. The bracket is then

$$
\frac{2}{l^2}\left[s^2+(1+s)^2\right]e^{-2s}.
$$

The measure $dr_1dr_2$ becomes $2r\,dr\,ds/l$, where the factor 2 counts both orderings of the radii. The integrals over $s$ are

$$
\int_0^\infty s^2e^{-2s}ds=\frac14,\qquad\int_0^\infty(1+s)^2e^{-2s}ds=\frac12+\frac12+\frac14=\frac54,
$$

with sum $3/2$. The bracket and measure together give $(2/l^2)(2r/l)(3/2)=6r/l^3$, hence

$$
k_l\approx\frac{\hbar^2}{m}\,\frac32\,(4\pi)^2\,l^{-4}\int_0^\infty r^5\phi^4dr .
$$

For $f\Pi_LfT$ no derivative acts on $f_l$. Let $\tau$ be the ratio of $T\phi\phi$ to $\phi\phi$ at $r_1=r_2=r$. The contribution of one $l$ is

$$
\begin{aligned}
s_l&\approx\frac{(4\pi)^2}{2l}\int_0^\infty r^4\phi^4\tau\,\frac{r^2}{l^4}\,\frac{2r}{l}\,\frac54\,dr\\
&=\frac54(4\pi)^2l^{-6}\int_0^\infty r^7\phi^4\tau\,dr .
\end{aligned}
$$

It is smaller by two powers of $l$, because the factor $l^2$ from the two derivatives is absent.

Now take $\phi=\sqrt{\zeta^3/\pi}\,e^{-\zeta r}$. Then $\phi^4=\zeta^6e^{-4\zeta r}/\pi^2$ and $\int_0^\infty r^5e^{-4\zeta r}dr=120/(4\zeta)^6$, so

$$
k_l\approx\frac{\hbar^2}{m}\cdot24\cdot\frac{120}{4096}\,l^{-4}=\frac{45}{64}\frac{\hbar^2}{m}l^{-4}.
$$

The exponent has dropped out. For the other term, $\nabla^2e^{-\zeta r}=(\zeta^2-2\zeta/r)e^{-\zeta r}$ gives

$$
T\phi\phi=\frac{\hbar^2}{m}\left(-\zeta^2+\frac{\zeta}{r_1}+\frac{\zeta}{r_2}\right)\phi\phi,
$$

so $\tau=(\hbar^2/m)(-\zeta^2+2\zeta/r)$ and

$$
s_l\approx\frac{\hbar^2}{m}\,20\left[-\frac{5040}{4^8}+\frac{2\cdot720}{4^7}\right]l^{-6}=\frac{225}{1024}\frac{\hbar^2}{m}l^{-6}.
$$

The sums over $l>L$ can be replaced by integrals starting at $L+1$, which corresponds to placing each term at $\lambda=l+\tfrac12$. This is the natural variable. With $R=\sqrt{r_<r_>}$ the exact coefficient above is $(r_{12})_l=-Re^{-\lambda\delta}(\lambda\sinh\delta+\cosh\delta)/(\lambda^2-1)$, while $2l+1=2\lambda$ and $l(l+1)=\lambda^2-\tfrac14$. Written in $\lambda$, the leading terms therefore have corrections of relative order $\lambda^{-2}$ only. The leading errors are

$$
\frac{\hbar^2}{m}\frac{45}{64}\frac1{3(L+1)^3}\quad\text{for }fTf,\qquad
\frac{\hbar^2}{m}\frac{225}{1024}\frac1{5(L+1)^5}\quad\text{for }f\,f\,T .
$$

Half the double commutator, the gradient term, is the difference of the two, so it inherits the whole leading $(L+1)^{-3}$ tail. In this sense the identity isolates the slowly convergent part. In practice even the $(L+1)^{-5}$ tail is avoided, because $f^2$ is integrated directly and $T$ acts on an orbital without changing its angular momentum.

The projector does not alter these tails for the s pair. Its terms put one electron into the s orbital, and since $f$ conserves total angular momentum, the other electron is then also in an s state. The term $fK_{12}f$ does retain an infinite series. A scaling estimate, not tested numerically, suggests that it is harmless. The exchange kernel for wave $l$ has height and width of order $1/l$ each, which multiplies the $l^{-6}$ of the squared norm by $l^{-2}$ and gives increments of order $l^{-8}$.

The integrals that replace the expansion have closed forms for 1s exponentials. They derive from

$$
J(A,B,c)=\iint\frac{e^{-Ar_1-Br_2-cr_{12}}}{r_1r_2r_{12}}\,d^3r_1d^3r_2 .
$$

At fixed $\mathbf r_1$, $r_{12}dr_{12}=r_1r_2\sin\theta\,d\theta$, so the volume element is $8\pi^2r_1r_2r_{12}\,dr_1dr_2dr_{12}$, restricted by the triangle inequalities. The substitution $r_1=(v+w)/2$, $r_2=(u+w)/2$, $r_{12}=(u+v)/2$ frees the variables to run from zero to infinity, with Jacobian $1/4$. Three simple exponentials remain:

$$
J=2\pi^2\cdot\frac{2}{B+c}\cdot\frac{2}{A+c}\cdot\frac{2}{A+B}=\frac{16\pi^2}{(A+B)(A+c)(B+c)} .
$$

Each derivative with respect to $-A$, $-B$ or $-c$ multiplies the integrand by $r_1$, $r_2$ or $r_{12}$. Write $X=A+B$ and, after differentiating, set $A+c=B+c=D$. Then

$$
\partial_B\partial_cJ=16\pi^2\left[\frac{2}{X^2D^3}+\frac{3}{XD^4}\right],
$$

$$
-\partial_A\partial_B\partial_cJ=16\pi^2\left[\frac{4}{X^3D^3}+\frac{6}{X^2D^4}+\frac{4}{XD^5}\right].
$$

Here $A=B=2\zeta$ and $c=2\gamma$, so $X=4\zeta$ and $D=2\zeta a$ with $a=1+\gamma/\zeta$. Multiplying by the normalization $\zeta^6/\pi^2$,

$$
\left\langle\frac{e^{-2\gamma r_{12}}}{r_1}\right\rangle=\zeta\left(\frac{1}{4a^3}+\frac{3}{4a^4}\right),
$$

$$
\langle f'^2\rangle=\langle e^{-2\gamma r_{12}}\rangle=\frac1{8a^3}+\frac3{8a^4}+\frac1{2a^5}.
$$

Inserting both into $\langle f^2T\rangle$, with $f^2=e^{-2\gamma r_{12}}/\gamma^2$ and two equal $1/r_i$ terms,

$$
\tfrac12\langle f^2T+Tf^2\rangle=\frac{\hbar^2}{m}\frac{\zeta^2}{\gamma^2}\left(\frac{3}{8a^3}+\frac{9}{8a^4}-\frac1{2a^5}\right).
$$

As an example, take the helium atom with the best single-exponent orbital, $\zeta=27/(16a_0)=3.1889$ Å$^{-1}$, where $a_0$ is the Bohr radius. This is cruder than the Hartree–Fock orbital, and the numbers below belong to this model. With the Hartree–Fock orbital and the same $\gamma$, the gradient term found below falls from $0.963$ to $0.921$ eV Å$^2$, its share from 19.6 % to 18.8 %, and its energy from $0.859$ to $0.822$ eV. The coefficients $45/64=0.703$ and $225/1024=0.220$ become $0.663$ and $0.13$, while the powers of $l$ stay the same. With $\gamma=2$ Å$^{-1}$, $a=1.62717$, and

$$
\langle f'^2\rangle=0.02901+0.05349+0.04383=0.1263 .
$$

Multiplied by $\hbar^2/m=7.6200$ eV Å$^2$, this gives a gradient term of $0.9627$ eV Å$^2$. The symmetrized term is $3.9459$ eV Å$^2$, and the sum is $4.9086$ eV Å$^2$, as found from the definition of $\langle fTf\rangle$.

The gradient term is 19.6 % of the total, but this share depends on a convention. Adding a constant to $f$ changes the symmetrized term and leaves $f'$ alone. In $B$ such a constant drops out, because $Q$ annihilates the occupied pair.

To convert to an energy one needs the amplitude. For a singlet pair behaving as $1+cr_{12}$, the singular kinetic term $-2\hbar^2c/(mr_{12})$ must cancel the repulsion $e^2/(4\pi\varepsilon_0r_{12})$, so $c=1/(2a_0)$. With $c^2=0.8928$ Å$^{-2}$ the gradient term contributes $0.859$ eV to the quadratic part of the functional.

Summing the partial waves explicitly gives these errors, in eV Å$^2$:

| $L$ | $fTf$ | $f\,f\,T$ | half the double commutator |
|---|---|---|---|
| 1 | 0.172 | 0.0110 | 0.161 |
| 3 | 0.02625 | 0.00039 | 0.0259 |
| 7 | 0.00344 | 0.000011 | 0.00343 |
| 15 | 0.0004345 | 0.0000003 | 0.000434 |

At $L=3$ half the double commutator carries over 98 % of the error in $fTf$. Its own error is 2.7 % of the gradient term, or $0.023$ eV after multiplication by $c^2$. From $L=7$ to $L=15$, where $L+1$ doubles, the first error falls by a factor 7.9 and the second by 33.6. The leading laws give 8 and 32. At $L=15$ the leading law predicts $0.000436$ eV Å$^2$ for $fTf$, within 0.4 % of the computed error. The coefficients of $\lambda^{-4}$ and $\lambda^{-6}$, extrapolated from the waves $l=15$ and $l=30$ with one $\lambda^{-2}$ correction removed, are $0.7031$ and $0.2198$ in units of $\hbar^2/m$, against $45/64=0.7031$ and $225/1024=0.2197$.

By the leading law, an error of one part in a thousand of the gradient term would require $(L+1)^3\approx1860$, or $L+1\approx12.3$, so that $L=12$ is the first cut that reaches it. The closed integral supplies the same term without any expansion.

The range of $f$ decides how the two parts share the kinetic energy. For $\gamma\ll\zeta$, $a\to1$ and the gradient term tends to $\hbar^2/m$, the value for a factor linear in $r_{12}$. The symmetrized term grows as $\zeta^2/\gamma^2$, which reflects the constant $-1/\gamma$ in $f$. For $\gamma\gg\zeta$, $a\approx\gamma/\zeta$ and

$$
\frac{\hbar^2}{m}\langle f'^2\rangle\approx\frac{\hbar^2}{m}\frac{\zeta^3}{8\gamma^3},
$$

while the symmetrized term is smaller by the factor $3\zeta^2/\gamma^2$. A very short-ranged factor therefore has nearly all of its kinetic energy in the gradient term, the part that a truncated angular expansion reproduces worst.

## Calculated quantities

```
HELIUM 1s2 PAIR, SINGLE-EXPONENT ORBITAL
hbar^2/m = 7.619964 eV angstrom^2
Bohr radius = 0.529177 angstrom
zeta = 3.188913 1/angstrom, gamma = 2.000 1/angstrom
a = 1 + gamma/zeta = 1.627173
<(df/dr12)^2> = 0.12634003 (dimensionless)
<fTf> from definition = 4.908585 eV angstrom^2
<f^2 T + T f^2>/2 = 3.945878 eV angstrom^2
(hbar^2/m)<(df/dr12)^2> = 0.962706 eV angstrom^2
share of gradient term in <fTf> = 19.61 %
squared cusp amplitude 1/(2 a0)^2 = 0.892766 1/angstrom^2
<fTf> times it = 4.38222 eV
gradient term times it = 0.85947 eV
UNEQUAL BRA AND KET, exponents in 1/angstrom: (2.0, 3.0) (4.0, 2.5)
<fTf> from definition = 2.884385 eV angstrom^2
<f^2 T> = 2.325147 eV angstrom^2
<T f^2> = 2.103181 eV angstrom^2
gradient term = 0.670222 eV angstrom^2
RI ERROR AT CUT L (eV angstrom^2): fTf, f.f.T, double commutator
L= 1: 1.716e-01  1.104e-02  1.606e-01
L= 2: 5.905e-02  1.644e-03  5.740e-02
L= 3: 2.625e-02  3.854e-04  2.586e-02
L= 5: 8.057e-03  4.785e-05  8.009e-03
L= 7: 3.439e-03  1.094e-05  3.428e-03
L=15: 4.345e-04  3.256e-07  4.342e-04
error ratio L=7 to L=15, fTf: 7.91
error ratio L=7 to L=15, f.f.T: 33.59
increment coefficients in units of hbar^2/m:
fTf, l^-4: waves 0.70314, formula 0.70312
f.f.T, l^-6: waves 0.21979, formula 0.21973
MATRIX MODEL OF B (dimensionless), largest element error
short formula, occupied orbital an eigenvector of F: below 1e-12
short formula, orbital not an eigenvector: 1.4741
```
